# Sign of the isotope field shift when an electron is removed, part 2

The problem is how removing an electron changes the field shift, the part of the isotope shift due to nuclear size. The algebra is nonrelativistic and in atomic units. The nucleus has charge \(Z\), normalized charge distribution \(\rho_N\) and radius \(R\). The contact formula is

\[ \delta(E_{\rm ion}-E_{\rm atom})=F\,\delta\langle r^2\rangle,\qquad F=\frac{2\pi}{3}Z\,\Delta\rho(0),\qquad \Delta\rho(0)=\rho_{\rm ion}(0)-\rho_{\rm atom}(0). \]

Its relative cusp correction is \(-Z\langle r^3\rangle/\langle r^2\rangle\), of order \(ZR\). With radial functions \(P\) and occupations \(q\),

\[ \rho(0)=\sum_{s\ \rm shells}q\,\frac{P'(0)^2}{4\pi}. \]

The direct part of \(\Delta\rho(0)\) lowers one occupation with frozen orbitals; relaxation is the rest.

Removing an electron from orbital \(P_a\) removes its Hartree potential

\[ y^0(r)=\frac1r\int_0^rP_a^2\,ds+\int_r^\infty\frac{P_a^2}{s}\,ds , \]

so \(\delta V=-y^0\) and \(\delta V'\ge0\): an inward force, present only at radii enclosing some removed charge. The nodeless theorem says that, to first order, a \(\delta V\) increasing with \(r\) raises the contact density of a nodeless orbital in a local potential.

In restricted Hartree-Fock, \(h\) is the kinetic, centrifugal and nuclear part, \(J_b\) is \(y^0\) of shell \(b\), and

\[ T_b=J_b-\tfrac12\sum_kc_kK_b^k,\qquad (K_b^kP)(r)=P_b(r)\int\frac{r_<^k}{r_>^{k+1}}P_b(s)P(s)\,ds , \]

with \(c_k\) the squared 3j symbol with zero projections. Closed shells \(c\) see \(F_c=h+\sum_bq_bT_b\); the open shell \(o\) sees \(F_o=F_c+(\alpha_o-q_o)T_o\), where \(\alpha_a=(q-1)\frac{4l+2}{4l+1}\). For equal \(l\), stationarity requires \(q_c\langle o|F_c|c\rangle-q_o\langle c|F_o|o\rangle\) to vanish.

The examples are Zn \(3d^{10}4s^2\) losing a 4s or a 3d electron, and Ga \(4s^24p\) losing its 4p electron. In that order, \(\Delta\rho(0)=-23.57\), \(+57.20\) and \(+14.39\) Å\(^{-3}\). Quoted shifts use the model value \(\delta\langle r^2\rangle=10^{-11}\) Å\(^2\). The program also tested the nodeless theorem on a hydrogenic 1s (\(Z=3\)) and the semiclassical Fermi-Segrè relation on an 8s (\(Z=30\)), both with \(-y^0\) of the zinc 3d.

**Q.** Those \(F\) values come from your contact formula. Did you check them against actual energies with an extended nucleus?

**A.** Yes. All five states were solved again with a Gaussian nucleus of model rms radius \(4\times10^{-5}\) Å, and the change of the removal energy was divided by \(\langle r^2\rangle\). The results are \(-2.1261\times10^4\), \(+5.1591\times10^4\) and \(+1.3407\times10^4\) eV/Å\(^2\), against \(-2.1327\times10^4\), \(+5.1750\times10^4\) and \(+1.3450\times10^4\) from the contact formula. Each is smaller in magnitude by 0.3% of the contact value, and the asserted tolerance is 1%. The cusp correction predicts nearly that. For \(\rho_N\propto e^{-\beta^2r^2}\) one has \(\langle r^n\rangle\propto\Gamma(\tfrac{n+3}2)/\beta^n\), so \(\langle r^2\rangle=3/2\beta^2=R^2\) and \(\langle r^3\rangle/\langle r^2\rangle=\Gamma(3)/[\Gamma(\tfrac52)\beta]=1.23R\). With the bohr equal to 0.529 Å, \(Z\langle r^3\rangle/\langle r^2\rangle=30\times1.23\times4\times10^{-5}/0.529=0.0028\). The spline mesh does not resolve the interior of the nucleus, so the distortion of the orbitals there is captured only in part, although it is of the same relative order as the cusp correction (a potential change of order \(Z/R\) acting over a distance \(R\) alters \(\psi\) by a relative amount \((Z/R)R^2=ZR\)), and the comparison checks the first-order formula and no more. For a hydrogenic s state with \(Z=30\) and this nucleus the full reduction, distortion included, is 0.40%, so the three finite-nucleus values above are too large in magnitude by about 0.1%. It does show directly that the relaxed densities are the right ones: with frozen orbitals \(F\) would be zero for the 3d and 4p cases.

**Q.** The signs agree with your screening picture, but agreement is not cause. Can you isolate the screening?

**A.** In two ways. The first removes a model unit charge from a thin spherical shell of radius \(a\) in the frozen field of neutral zinc. Its potential is \(1/\max(r,a)\), so \(\delta V'=0\) for \(r<a\) and \(1/r^2\) outside. Diagonalizing \(F_c-1/\max(r,a)\) in the s channel changes \(\rho(0)\) by \(+182\), \(+24.5\) and \(+0.29\) Å\(^{-3}\) for \(a=0.25\), 1 and 3 Å. At 10 Å nothing shows in four decimals, and the program asserts the ordering, the positive sign of the first three, and that the last is below \(10^{-4}\) of the first. In all four cases the atom has lost one full unit of charge. The net charge therefore does not fix the response. It grows as the removed charge moves inward, because the force \(1/r^2\) then acts on more of the s density and at smaller radii, where it is stronger.

This connects to real orbitals, because the formula for \(y^0\) can be written \(y^0(r)=\int P_a^2(s)/\max(r,s)\,ds\). In linear order the Coulomb response to removing an orbital is the average of the thin-shell responses over its radial density.

The second way is to remove the real orbital in steps: subtract only its Hartree potential from the frozen \(F_c\), then also its exchange, that is the whole \(T_a\), and finally solve self-consistently. The changes in Å\(^{-3}\) are as follows.

| Zn, 3d removed | 1s | 2s | 3s | 4s | sum |
|---|---|---|---|---|---|
| frozen, \(F_c-J\) | +0.17 | +12.73 | +59.33 | +41.89 | +114.12 |
| frozen, \(F_c-T\) | +0.41 | +18.56 | +56.23 | +40.15 | +115.35 |
| self-consistent | −2.68 | +0.06 | +22.34 | +37.47 | +57.20 |

| Ga, 4p removed | 1s | 2s | 3s | 4s | sum |
|---|---|---|---|---|---|
| frozen, \(F_c-J\) | +0.32 | +0.89 | +1.64 | +8.82 | +11.68 |
| frozen, \(F_c-T\) | +0.55 | +0.91 | +1.29 | +10.54 | +13.29 |
| self-consistent | +0.43 | +0.55 | +0.35 | +13.06 | +14.39 |

The loss of the Hartree potential alone gives the positive sign in both atoms, and the program asserts this for the sums. The loss of exchange changes the sum by \(1.23/114.12=1\%\) in zinc and \(1.61/11.68=14\%\) in gallium, relative to the Coulomb-only value. The zinc 3d value of 114 falls between the thin-shell values at 0.25 and 1 Å.

The columns need one caution. An orthogonal rotation among closed s shells leaves \(\sum2P'(0)^2\) unchanged, being a rotation of the vector of slopes, but it moves density from one column to another. The columns refer to the canonical choice, eigenfunctions of \(F_c\) within the closed set. Only the sums are free of that convention.

**Q.** Two things in those tables surprise me. The zinc 1s loses density when the 3d goes, and self-consistency halves the effect in zinc but enlarges it in gallium.

**A.** Part of the second can be derived, namely why self-consistency can move the response of the 4s shell in either direction. Self-consistency does two opposite things to a doubly occupied shell \(i\), here 4s. Let both electrons move along an empty normalized s function \(\chi\), so that \(P=P_i\cos\theta+\chi\sin\theta\), and keep all other shells frozen inside an operator \(h'\). Write \((ab|cd)=\iint P_aP_b(r)P_cP_d(s)/r_>\,dr\,ds\). The energy of the pair is \(2\langle P|h'|P\rangle+(PP|PP)\). To second order \(P^2=P_i^2+2\theta P_i\chi+\theta^2(\chi^2-P_i^2)\), so

\[ 2\langle P|h'|P\rangle=2h'_{ii}+4\theta h'_{i\chi}+2\theta^2(h'_{\chi\chi}-h'_{ii}), \]
\[ (PP|PP)=(ii|ii)+4\theta(i\chi|ii)+\theta^2\big[4(i\chi|i\chi)+2(\chi\chi|ii)-2(ii|ii)\big]. \]

The linear terms cancel at the Hartree-Fock solution. With \(\varepsilon=h'_{ii}+(ii|ii)\) the quadratic terms are \(2\theta^2S\), where

\[ S=h'_{\chi\chi}+(\chi\chi|ii)-\varepsilon+2(i\chi|i\chi). \]

A perturbation \(u\) adds \(4\theta u_{i\chi}\), and minimizing gives \(\theta=-u_{i\chi}/S\). For an eigenvector of a fixed operator \(O\) with eigenvalue \(\varepsilon\), first-order perturbation theory along one direction gives the same form with stiffness \(O_{\chi\chi}-\varepsilon\). For an s shell \(c_0=1\) and \(2T_i=2J_i-K_i\), so the frozen operator \(F_c=h'+2J_i-K_i\) has

\[ S_{\rm frozen}=h'_{\chi\chi}+2(\chi\chi|ii)-(i\chi|i\chi)-\varepsilon,\qquad S=S_{\rm frozen}-(\chi\chi|ii)+3(i\chi|i\chi). \]

The frozen operator makes the displaced electron feel two old 4s electrons, less an exchange term, when it has only one partner. The operator that gives it one partner and no exchange term is \(F_s=F_c-2T_i+J_i=h'+J_i\), with stiffness \(S_s=h'_{\chi\chi}+(\chi\chi|ii)-\varepsilon=S_{\rm frozen}-[(\chi\chi|ii)-(i\chi|i\chi)]\). The bracket is the expectation value of \(1/r_{12}\) in the normalized antisymmetrized product of the two s functions, so it is not negative and the correction softens the response. \(F_s\) has the same 4s eigenfunction and eigenvalue as \(F_c\), because \(K_iP_i=J_iP_i\), and \(S=S_s+2(i\chi|i\chi)\). The added term is the Coulomb self-energy of the charge \(P_i\chi\) and is not negative. It is the back-screening by the partner, which contracts as well. Along one direction, with the other shells frozen, the response to \(F_s-T_a\) is thus at least as large as the self-consistent one. The program tests that ordering on the full calculation, taking 4s as the fourth eigenfunction of each operator, so that these single-shell numbers carry the convention noted above: the one-partner 4s change is 59.80 Å\(^{-3}\) in zinc, above both the frozen 40.15 and the self-consistent 37.47, and 15.67 Å\(^{-3}\) in gallium, above 10.54 and 13.06.

So the frozen number is neither an upper nor a lower bound in general. In gallium the softening outweighs the back-screening, and the total goes from 13.29 to 14.39. In zinc the total drops from 115.35 to 57.20, and most of the drop is in the canonical 2s and 3s columns. My reading is that the 3d hole sits among the 3s, 3p and remaining 3d electrons, which all contract and restore part of the lost screening. The program asserts that the zinc total lies below the frozen Coulomb total, but it does not separate the shells that do the back-screening, so that attribution is a conjecture.

The same holds for the 1s. If the outer shells push a little extra charge inside the 1s orbit, that adds a potential decreasing with \(r\), and the nodeless theorem with reversed sign lowers the 1s density. The direct effect of the 3d on 1s is small, \(+0.17\) in the frozen Coulomb row, so it is easily overturned. This fits the value \(-2.68\), a change of 2 parts in \(10^5\) of the 1s density, but it is untested. For the canonical orbitals of this atom the statement "every s shell gains contact density" is false. The split into columns depends on that convention, and what is free of it is that the sum over the s shells rises.

**Q.** The same loss of screening must occur when I remove an s electron. Why does the sign not come out positive there too?

**A.** It does occur, and it is outweighed by the direct term. That term is half the 4s shell density of neutral zinc, \(-61.20/2=-30.60\) Å\(^{-3}\). Using the canonical 4s for it is not arbitrary. With frozen orbitals the ion has \(F_c^{\rm ion}=F_c-T_o\) and, since \(\alpha_o=0\) and \(q_o=1\), \(F_o=F_c-2T_o\). The closed-open condition reads \(2\langle c|F_c-T_o|o\rangle=\langle c|F_c-2T_o|o\rangle\), which reduces to \(\langle c|F_c|o\rangle=0\). The canonical orbitals of the atom satisfy it, so they are the stationary choice of the hole among the occupied functions.

The remaining 4s electron then contracts, and its density rises from 30.60 to 40.60, a gain of 10.00. The core shells change by \(+0.31-0.52-2.76=-2.97\). The relaxation is \(10.00-2.97=+7.03\) Å\(^{-3}\), which is \(7.03/30.60=23\%\) of the direct loss, and the net change is \(-30.60+7.03=-23.57\). To reverse the sign with an inert core, the remaining electron would have to double its contact density, and it gains a factor \(40.60/30.60=1.33\). The core, chiefly 3s, loses density although an electron outside it was removed. The simple screening argument would give the core a small gain. The calculation shows the opposite, and I have not isolated the cause. Back-screening by the contracted 4s and 3d electrons is a candidate and remains a conjecture. That the direct term wins is a computed fact for this atom and not a theorem.

**Q.** Gallium's ground state has a \(4p_{1/2}\) electron, and I recall that such an electron does reach the nucleus. Does that spoil the argument?

**A.** It adds a direct term with the s-like sign. In the Pauli limit the small component is \(\chi_S=\boldsymbol\sigma\cdot\mathbf p\,\varphi/2c=(\alpha/2)\,\boldsymbol\sigma\cdot\mathbf p\,\varphi\), with \(c=1/\alpha\) in atomic units and \(\alpha\) the fine-structure constant. The operator \(\boldsymbol\sigma\cdot\hat{\mathbf r}\) is a rotational scalar, is odd under parity and squares to one. Acting on the normalized \(s_{1/2}\) function \(\xi/\sqrt{4\pi}\), with \(\xi\) a constant spinor, it therefore gives the normalized odd function with \(j=\tfrac12\), which is \(p_{1/2}\). With \(P=ar^2\) near the origin, \(\varphi=a\,(\boldsymbol\sigma\cdot\mathbf r)\,\xi/\sqrt{4\pi}\). Then \(\boldsymbol\sigma\cdot\nabla(\boldsymbol\sigma\cdot\mathbf r)=\sum_i\sigma_i\sigma_i=3\), so \(\chi_S=-i(3\alpha a/2)\,\xi/\sqrt{4\pi}\) and

\[ \rho_{p_{1/2}}(0)=\frac{9\alpha^2a^2}{16\pi}. \]

For \(p_{3/2}\) the same operation on a function linear in \(\mathbf r\) would give a constant spinor, which has \(j=\tfrac12\). Since \(\boldsymbol\sigma\cdot\mathbf p\) conserves \(j\), it is zero. For hydrogenic 2p, \(P=Z^{5/2}r^2e^{-Zr/2}/(2\sqrt6)\) gives \(a^2=Z^5/24\), and dividing by the 2s density \(Z^3/8\pi\) gives \(9\cdot8\,(Z\alpha)^2/(16\cdot24)=\tfrac3{16}(Z\alpha)^2\). The Pauli reduction is not valid where \(Z/r\) exceeds \(2c^2\), so its use at the origin needs a check. The program compares the ratio from the numerical orbitals at \(Z=3\), \(8.986\times10^{-5}\), with the \(r\to0\) ratio from the closed-form Dirac-Coulomb functions, \(8.989\times10^{-5}\). They differ by 0.03% of the Dirac value.

For the Hartree-Fock 4p orbital of gallium the formula gives 0.178 Å\(^{-3}\), which is \(0.178/14.39=1.2\%\) of the relaxation. The sign stands. The direct term carries \((Z\alpha)^2\) relative to an s density, so it grows along the periodic table, and for a \(p_{1/2}\) electron in a heavy atom the balance has to be recomputed with four-component orbitals.

**Q.** How far can I carry these numbers to my spectra?

**A.** The signs rest on a margin that the \(p_{1/2}\) term does not touch at these charges. The magnitudes are those of nonrelativistic Hartree-Fock, and two omissions are larger than the corrections of order \(ZR\), a few tenths of a percent, to the contact formula. The first is relativity for the s electrons. Near a point nucleus the two Dirac radial functions behave as \(G_0r^\gamma\) and \(F_0r^\gamma\). The \(1/r\) terms of the radial equations give \((\gamma+\kappa)G_0=Z\alpha F_0\) and \((\gamma-\kappa)F_0=-Z\alpha G_0\), and their product gives \(\gamma^2=\kappa^2-(Z\alpha)^2\). For \(|\kappa|=1\) the density goes as \(r^{2\gamma-2}\) with \(2\gamma-2\approx-(Z\alpha)^2\), so between the 1s radius and the nuclear radius it grows by a relative amount of order \((Z\alpha)^2\ln(1/ZR)\). With \(Z\alpha\) near \(30/137\) and \(ZR\) a few parts in a thousand, that is some tens of percent. This factor is positive and its logarithmic part is common to the s shells, so it acts mainly on the size of \(F\); terms of order \((Z\alpha)^2\) without the logarithm differ from shell to shell. It also replaces \(\delta\langle r^2\rangle\) by a moment of slightly lower power.

The second is correlation. The Hartree-Fock removal energy of the zinc 4s electron is 7.6 eV, where the measured one is roughly 9 eV, so the valence shell is described only approximately. Any mixing of configurations with different numbers of s electrons, such as \(4s^2\) with \(4p^2\), averages contact densities that differ by tens of Å\(^{-3}\), the same size as \(\Delta\rho(0)\) itself. For a level in which such mixing is strong, the label "s removed" or "d removed" loses its meaning, and the sign of \(F\) follows from the weights of the configurations. Neither effect is computed here.

## Calculated quantities

```
largest energy difference to PySCF, Gaussian basis: 9.3e-11 eV
state: E (eV), rho(0) (A^-3), <r>4s (A); then rho(0) of 1s 2s 3s 4s (A^-3)
Zn: -48377.712, 124491.09, 1.5334
   shells: 112205.57 10698.74 1525.57 61.20
Zn+(-4s): -48370.077, 124467.51, 1.3580
   shells: 112205.88 10698.22 1522.81 40.60
Zn+(-3d): -48362.467, 124548.28, 1.2728
   shells: 112202.89 10698.80 1547.92 98.68
Ga: -52334.598, 137647.14, 1.3171
   shells: 123919.81 11902.31 1731.32 93.71
Ga+(-4p): -52329.121, 137661.53, 1.2412
   shells: 123920.23 11902.86 1731.67 106.77
model nucleus rms 4.0e-05 A, model d<r^2> 1.0e-11 A^2
Zn+(-4s): removal energy 7.635 eV; changes in A^-3, 1s..4s | sum
   full SCF: +0.311 -0.517 -2.762 -20.605 | -23.572
   direct -30.601, relaxation +7.029 A^-3
   F -2.1327e+04 eV/A^2, finite-nucleus SCF -2.1261e+04 eV/A^2
   shift -2.133e-07 eV = -51.6 MHz
Zn+(-3d): removal energy 15.245 eV; changes in A^-3, 1s..4s | sum
   full SCF: -2.683 +0.063 +22.343 +37.474 | +57.197
   frozen, Coulomb only: +0.172 +12.726 +59.331 +41.893 | +114.122
   frozen, with exchange: +0.413 +18.555 +56.229 +40.153 | +115.350
   4s change, one-partner operator: +59.804 A^-3
   direct +0.000, relaxation +57.197 A^-3
   F +5.1750e+04 eV/A^2, finite-nucleus SCF +5.1591e+04 eV/A^2
   shift +5.175e-07 eV = +125.1 MHz
Ga+(-4p): removal energy 5.477 eV; changes in A^-3, 1s..4s | sum
   full SCF: +0.426 +0.549 +0.350 +13.061 | +14.387
   frozen, Coulomb only: +0.322 +0.894 +1.643 +8.823 | +11.682
   frozen, with exchange: +0.552 +0.910 +1.291 +10.537 | +13.289
   4s change, one-partner operator: +15.667 A^-3
   direct +0.000, relaxation +14.387 A^-3
   F +1.3450e+04 eV/A^2, finite-nucleus SCF +1.3407e+04 eV/A^2
   shift +1.345e-07 eV = +32.5 MHz
thin shell a = 0.25 A: change of rho(0) +181.9568 A^-3
thin shell a = 1.00 A: change of rho(0) +24.4825 A^-3
thin shell a = 3.00 A: change of rho(0) +0.2882 A^-3
thin shell a = 10.00 A: change of rho(0) -0.0000 A^-3
nodeless 1s, Z=3: d ln|psi(0)|^2 formula 0.07722, diagonalization 0.07722
noded 8s, Z=30: Fermi-Segre 5.3489, diagonalization 5.3645 A^-3
2p1/2 to 2s ratio, Z=3: Pauli 8.9862e-05, Dirac 8.9885e-05
Ga 4p1/2 contact density 0.178 A^-3, fraction of relaxation 0.0124
```
